\section*{Field-Assisted Charged-Vacancy Flux Through Hafnia to a Perfect Sink}

Let a film occupy $0<x<L$, with a source of oxygen vacancies at $x=0$ and a sink at $x=L$. Each vacancy carries charge $+z$, and $c(x)$ is the number of vacancies per unit volume. The particle flux $J$ and the drift velocity $v$ are positive toward the sink, and so is the electric field $E$. The algebra uses atomic units, in which $e=1$ and $4\pi\varepsilon_0=1$; temperature enters through the thermal energy $k_BT$. The numerical example uses nm, eV, MV/cm and cm$^2$/s.

In the ideal model the diffusivity $D$ and the field are uniform, the drift velocity is proportional to the field, and the vacancies are dilute and do not interact. None is created or lost inside the film. The source holds $c(0)=c_0$, and the sink removes every arriving vacancy, so that $c(L)=0$. The flux is the sum of diffusion down the concentration gradient and drift,
\begin{equation}
J=-D\frac{dc}{dx}+vc .
\label{flux}
\end{equation}
In the steady state, conservation of vacancies requires $dJ/dx=0$, so $J$ is a constant. Multiplying \eqref{flux} by $-e^{-vx/D}/D$ turns its right-hand side into a total derivative:
\begin{equation}
\frac{d}{dx}\left(c\,e^{-vx/D}\right)
=\left(\frac{dc}{dx}-\frac{v}{D}c\right)e^{-vx/D}
=-\frac{J}{D}e^{-vx/D}.
\label{factor}
\end{equation}
Define $P=vL/D$ and integrate from $0$ to $L$:
\begin{equation}
c(L)e^{-P}-c(0)=-\frac{J}{v}\left(1-e^{-P}\right),
\qquad
J=v\,\frac{c(0)-c(L)e^{-P}}{1-e^{-P}} .
\label{general}
\end{equation}
With $c(0)=c_0$, $c(L)=0$ and $v=PD/L$, this becomes
\begin{equation}
J=\frac{Dc_0}{L}F(P),\qquad F(P)=\frac{P}{1-e^{-P}} .
\label{main}
\end{equation}
Without a field, \eqref{flux} gives a straight concentration profile and $J=Dc_0/L$. The field therefore multiplies the diffusion flux by $F(P)$, provided that $c_0$, $D$ and $L$ are the same in the two cases. If the field also changes the concentration that the source maintains, that change is a separate factor.

The drift velocity is tied to the diffusivity by equilibrium. The potential energy of a vacancy in the uniform field is $-zEx$, so a Boltzmann distribution has $c\propto e^{zEx/k_BT}$ and $dc/dx=(zE/k_BT)c$. Its flux must vanish, and \eqref{flux} then gives
\begin{equation}
v=\frac{zED}{k_BT},\qquad P=\frac{zEL}{k_BT}.
\label{einstein}
\end{equation}
Thus $P$ is the energy a vacancy gains from the field in crossing the film, divided by the thermal energy. The diffusivity sets the size of the flux but cancels from the enhancement.

Integrating \eqref{factor} from $x$ to $L$ instead, with $c(L)=0$, gives
\begin{equation}
-c(x)e^{-vx/D}=-\frac{J}{v}\left(e^{-vx/D}-e^{-P}\right),
\qquad
\frac{c(x)}{c_0}=\frac{1-e^{-P(1-x/L)}}{1-e^{-P}},
\label{profile}
\end{equation}
where $J/v=c_0/(1-e^{-P})$ was used in the second expression. For large $P$ the concentration stays near $c_0$ over most of the film and falls to zero in a layer of width about $L/P=D/v$ at the sink. At the sink plane itself $c=0$, so the drift term vanishes and diffusion carries the whole flux.

For small $P$, $1-e^{-P}=P(1-P/2+P^2/6-\cdots)$, and the reciprocal of the bracket is
\begin{equation}
F(P)=1+\frac P2+\left(\frac14-\frac16\right)P^2+\cdots
=1+\frac P2+\frac{P^2}{12}+\cdots .
\end{equation}
For large positive $P$ the exponential disappears and $F\to P$, so $J\to vc_0$, the drift flux at the source concentration. Reversing the field changes the sign of $P$:
\begin{equation}
F(-P)=\frac{P}{e^P-1}=e^{-P}F(P),
\qquad F(P)-F(-P)=F(P)(1-e^{-P})=P .
\label{reverse}
\end{equation}
The second identity splits the flux at the source plane. In units of $Dc_0/L$, drift contributes $P$ there and diffusion contributes $F(-P)$. An opposing field leaves a flux smaller than the assisted one by the factor $e^{-P}$.

Consider 3.0 nm of hafnia between a scavenging metal and a silicon-oxide interlayer 0.5 nm thick. Vacancies with $z=2$ enter at the metal and are filled at the other side by oxygen taken from the interlayer. The rough, round inputs are $T=700$ K, $E=0.50$ MV/cm, $D=1.0\times10^{-11}$ cm$^2$/s and $c_0=1.0\times10^{18}$ cm$^{-3}$. The voltage drop in the hafnia is 0.150 V and the thermal energy is 0.0603 eV, so
\begin{equation}
P=\frac{2\times0.150}{0.06032}=4.973,
\qquad
F=\frac{4.973}{1-0.0069}=5.01 .
\end{equation}
A finite-difference solution of \eqref{flux} with these boundary values and 600 cells, which makes no use of \eqref{factor}, also gives 5.01. The opposing field would give $F(-P)=0.035$. With the assisting field the concentration at mid-film is $0.92c_0$, against $0.50c_0$ for pure diffusion, and the depleted layer is about 0.6 nm wide. At 0.1, 0.2 and 1.0 MV/cm, with all else fixed, $F$ is 1.58, 2.30 and 9.95. The first value is still close to the small-$P$ series; the last has reached the drift limit.

The flux without field is
\begin{equation}
\frac{Dc_0}{L}=\frac{10^{-11}\times10^{18}}{3.0\times10^{-7}}
=3.33\times10^{13}\ \mathrm{cm^{-2}\,s^{-1}},
\end{equation}
and the field raises it to $1.67\times10^{14}$ cm$^{-2}$ s$^{-1}$, or 1.67 nm$^{-2}$ s$^{-1}$. An oxide density of 2.2 g/cm$^3$ and a molar mass of 60.08 g/mol, with two oxygen atoms per formula unit, give $2.2\times10^{15}$ oxygen atoms per cm$^2$ in the interlayer. If each vacancy removes one atom and the flux stays constant, removal takes 66 s without the field and 13 s with it. These are times of the ideal model; the image forces treated below change them greatly.

The use of a steady flux requires the concentration to settle much faster than the interlayer is consumed. A deviation $\delta(x,t)$ from the steady profile obeys $\partial_t\delta=D\delta''-v\delta'$ and vanishes at both ends. Put $\delta=e^{vx/2D}g(x)e^{-\lambda t}$. The first derivatives of $g$ cancel, because $\delta''$ contributes $+vg'$ and the drift term $-vg'$. The remaining terms are
\begin{equation}
-\lambda g=Dg''+\left(\frac{v^2}{4D}-\frac{v^2}{2D}\right)g
=Dg''-\frac{v^2}{4D}g .
\end{equation}
The slowest solution that vanishes at both ends is $g=\sin(\pi x/L)$, with
\begin{equation}
\lambda=\frac{D\pi^2}{L^2}+\frac{v^2}{4D}
=\frac{D}{L^2}\left(\pi^2+\frac{P^2}{4}\right).
\end{equation}
Here $1/\lambda=0.56$ ms, which is far shorter than 13 s.

Several of the neglected effects can be treated by allowing a general potential energy $U(x)$. The drift velocity is then $-(D/k_BT)\,dU/dx$, and multiplying the flux equation by $e^{U/k_BT}$ gives
\begin{equation}
\frac{d}{dx}\left(c\,e^{U/k_BT}\right)=-\frac JD e^{U/k_BT},
\qquad
J=\frac{Dc_0}{\displaystyle\int_0^L e^{[U(x)-U(0)]/k_BT}\,dx},
\label{potential}
\end{equation}
after integration across the film with $c(0)=c_0$ and $c(L)=0$. The integral acts as a resistance, to which regions of high potential energy contribute most. For $U=-zEx$ it equals $L(1-e^{-P})/P$, which returns \eqref{main}. In that case $1/F$ is the average of $e^{-Px/L}$ over the film, and for large positive $P$ most of the resistance lies near the source.

The vacancies' own charge bends the potential. With film permittivity $\kappa$, Poisson's equation is $dE/dx=4\pi zc/\kappa$. In terms of $s=x/L$ and $\psi=[U(0)-U(x)]/k_BT$ it reads
\begin{equation}
\frac{d^2\psi}{ds^2}=\Lambda\frac{c}{c_0},
\qquad
\Lambda=\frac{4\pi z^2c_0L^2}{\kappa k_BT}.
\end{equation}
At a fixed voltage drop, $\psi$ is fixed at both ends. Its second derivative is positive, so it lies below the straight line joining those ends. The integral of $e^{-\psi}$ in \eqref{potential} is then larger than for a uniform field, and the flux is smaller. With $\kappa=20$, $\Lambda=0.54$, and solving the transport and Poisson equations together lowers $J/(Dc_0/L)$ from 5.01 to 4.86, a change of $-2.9$ per cent. The flux at zero voltage drop also falls, by 2.2 per cent, so the enhancement itself changes only from 5.01 to 4.97. This is a mean-field estimate: at $10^{18}$ cm$^{-3}$ the typical vacancy spacing is 10 nm, more than the film thickness.

Exchange at the contacts may also be slow. Let the source reservoir supply $J=k_s[c_0-c(0)]$ and the sink absorb $J=k_rc(L)$. Insert $c(0)=c_0-J/k_s$ and $c(L)=J/k_r$ into \eqref{general}, and use $(1-e^{-P})/v=L/(DF)$:
\begin{equation}
\frac{JL}{DF}=c_0-\frac{J}{k_s}-\frac{Je^{-P}}{k_r},
\qquad
J=\frac{c_0}{\dfrac{L}{DF}+\dfrac1{k_s}+\dfrac{e^{-P}}{k_r}} .
\label{contacts}
\end{equation}
An assisting field suppresses the sink term by $e^{-P}$ but leaves the source term unchanged. A strong field therefore cannot raise the flux above $k_sc_0$. As an estimate, take both speeds to be $D/a$ with a hop length $a=0.25$ nm, and hold them fixed when the field is applied. Each contact resistance is then $a/L=0.0833$ in units of $L/D$. The scaled fluxes $J/(Dc_0/L)$ are
\begin{equation}
\frac1{1+2(0.0833)}=0.857,
\qquad
\frac1{1/5.01+0.0833+0.0069(0.0833)}=3.53,
\end{equation}
without and with the field. The enhancement falls from 5.0 to 4.1, because the source resistance is no longer small beside that of the assisted film. The source contact alone would give 3.8; the sink contact partly offsets this, since it slows the flux without field but hardly affects the assisted one.

Linear drift is an approximation to thermally activated hopping. Divide the film into $N=L/a$ hops with symmetric barriers. Let $n_i$ be the number of vacancies per unit area on plane $i$, and let $\Gamma$ be the hop rate in each direction without field. The field lowers the forward barrier and raises the backward one by half the energy gained per hop. With $u=P/N$, where $P=zEL/k_BT$,
\begin{equation}
J=\Gamma\left(e^{u/2}n_i-e^{-u/2}n_{i+1}\right).
\end{equation}
Multiplication by $e^{-u/2}e^{-ui}/\Gamma$ makes the right-hand side a difference of successive terms. Summing from $i=0$ to $N-1$, with $n_N=0$, gives
\begin{equation}
n_0=\frac J\Gamma e^{-u/2}\sum_{i=0}^{N-1}e^{-ui}
=\frac J\Gamma\,\frac{1-e^{-P}}{2\sinh(u/2)} .
\end{equation}
Since $D=\Gamma a^2$ at zero field and $n_0=c_0a$, the diffusion flux is $Dc_0/L=\Gamma n_0/N$. The ratio is
\begin{equation}
F_{\rm hop}=\frac{2N\sinh(P/2N)}{1-e^{-P}}
= F(P)\left(1+\frac{P^2}{24N^2}+\cdots\right).
\end{equation}
For $N=12$ it is 5.04, or 0.7 per cent above $F$. The relative error of the linear law is about $u^2/24$: 4 per cent when the energy gained in a single hop equals $k_BT$, and 18 per cent at twice that.

Image forces are much more important in this film. A charge $z$ in permittivity $\kappa$, at distance $d$ from a plane boundary with permittivity $\kappa'$ beyond it, sees an image charge $rz$ at distance $2d$. Represent the potential beyond the boundary by a charge $tz$ at the true position. Continuity of the potential requires $(1+r)/\kappa=t/\kappa'$, and continuity of the normal displacement requires $1-r=t$. Hence
\begin{equation}
r=\frac{\kappa-\kappa'}{\kappa+\kappa'},
\qquad
U_{\rm im}=\frac12\,z\,\frac{rz}{\kappa(2d)}=\frac{rz^2}{4\kappa d}.
\end{equation}
The factor $1/2$ is the work of building up an induced charge in proportion to $z$. A metal has $r=-1$ and attracts the vacancy; an oxide with $\kappa'=3.9$ has $r=0.67$ and repels it. Keeping one reflection at each side, and placing the image planes one hop outside the film, gives
\begin{equation}
\frac{U_{\rm im}(x)}{k_BT}=-\frac{\ell}{x+a}+\frac{r\ell}{L-x+a},
\qquad \ell=\frac{z^2}{4\kappa k_BT}.
\end{equation}
Here $\ell=1.19$ nm, a large part of the film thickness, and the attraction at the source plane is 0.29 eV, nearly five times $k_BT$.

By \eqref{potential}, the enhancement with image forces is
\begin{equation}
\frac{J(E)}{J(0)}=
\frac{\int_0^L w\,dx}{\int_0^L w\,e^{-Px/L}\,dx},
\qquad w(x)=e^{U_{\rm im}(x)/k_BT}.
\end{equation}
Both image terms make $w$ increase toward the sink, whereas $e^{-Px/L}$ decreases for $P>0$. The weight thus favours the places where the exponential is small, its weighted average is below the uniform average $1/F$, and the enhancement exceeds $F$. With the metal image alone it is 10.7; with the oxide image added it is 20.5.

The absolute flux moves the other way, because $c_0$ is now the concentration at the bottom of the attractive well, and the oxide image adds a barrier near the sink. At that same $c_0$, the scaled flux with the field is 0.20 with the metal image and 0.16 with both, instead of 5.01. The ideal removal time of 13 s becomes $66.2/0.201\simeq330$ s or $66.2/0.159\simeq420$ s. These times depend sharply on where the image planes are placed, largely because that choice sets the depth of the well in which $c_0$ is defined. Moving the planes from 0.30 to 0.20 nm outside the film changes the times from 160 to 1000 s with the metal image and from 195 to 1350 s with both, and changes the enhancements from 10.1 to 11.3 and from 17 to 26. Multiplying $c_0$ by a factor that does not depend on the field would change the times but not the enhancement, as long as space charge stays negligible; a factor of 100 lowers the two enhancements to 9.3 and 17.3.

Hafnia a few nanometres thick and anneals at several hundred degrees Celsius belong to the regime of real scavenging stacks. The diffusivity and source concentration are much less certain than the thickness, and the removal times inherit that uncertainty. The field during the anneal is an assumption, and both its size and its sign matter. Holding it steady also requires electrons to neutralize the charge that the vacancies carry to the interlayer: a sheet of $5.5\times10^{12}$ elementary charges per cm$^2$ corresponds to 0.5 MV/cm in the hafnia, and the ideal flux delivers it in about 17 ms. At 0.50 MV/cm the field is about an eighth of a rough breakdown field of 4 MV/cm. Of the effects sized here, image forces change the result most: including them moves the enhancement from 5 to roughly 10 or 20. Those two values are estimates and not bounds, since they use continuum electrostatics at atomic distances, depend on the assumed position of the image planes, omit repeated reflections, treat a thin interlayer backed by silicon as thick oxide, and assume fast exchange at both contacts. Keeping all reflections, with 0.5 nm of oxide on silicon of permittivity 11.7, lowers the larger value from 20.5 to 17, and to 13 as the interlayer is consumed.

A larger enhancement does not by itself mean faster scavenging. Take an operating temperature of 358 K, the same field and $c_0$, and a rough migration barrier of 1.2 eV. Then $P$ and $F$ both rise to 9.7, but $D$ falls to $5.6\times10^{-20}$ cm$^2$/s and the ideal removal time grows to about $10^9$ s. In this comparison the thermally activated diffusivity outweighs the stronger bias of the drift. The numerical output below lists the values used here.

\section*{Table of computed values}
\begin{verbatim}
INPUTS (rough, round)
Vacancy charge number: 2
Hafnia thickness: 3.0 nm
Field: 0.50 MV/cm
Temperature: 700 K
Diffusivity: 1.0e-11 cm2/s
Source concentration: 1.0e+18 cm^-3
Film, oxide permittivity: 20.0, 3.9
Hop length: 0.25 nm; hops: 12
Interlayer thickness: 0.5 nm
Interlayer density: 2.2 g/cm3
Interlayer molar mass: 60.08 g/mol
IDEAL MODEL
Thermal energy: 0.06032 eV
Voltage drop in hafnia: 0.150 V
P: 4.9734
exp(-P): 0.00692
F(P), formula: 5.0080
F(P), transport equation: 5.0080
F(-P), opposing field: 0.03465
Drift velocity: 1.658e-04 cm/s
Depleted-layer width D/v: 0.603 nm
c/c0 at mid-film: 0.9232
Flux without field: 3.333e+13 cm^-2 s^-1
Flux with field: 1.669e+14 cm^-2 s^-1
Flux with field, converted: 1.669 nm^-2 s^-1
Interlayer oxygen: 2.205e+15 cm^-2
Removal time without field: 66.2 s
Removal time with field: 13.2 s
Slowest transient time: 0.561 ms
At 0.1 MV/cm: P = 0.995, F = 1.578
At 0.2 MV/cm: P = 1.989, F = 2.305
At 1.0 MV/cm: P = 9.947, F = 9.947
NEGLECTED EFFECTS
Space-charge strength: 0.540
Scaled flux with space charge: 4.864
Space-charge flux change: -2.87 %
Hopping F: 5.0439
Hopping change: 0.72 %
Contacts, scaled flux field off: 0.857
Contacts, scaled flux field on: 3.526
Contacts, enhancement: 4.114
Image length: 1.194 nm
Image energy one hop from metal: 0.288 eV
Oxide reflection factor: 0.674
Metal image, scaled flux field off: 1.886e-02
Metal image, scaled flux field on: 2.014e-01
Metal image, enhancement: 10.68
Metal+oxide, scaled flux field off: 7.758e-03
Metal+oxide, scaled flux field on: 1.593e-01
Metal+oxide, enhancement: 20.53
Field / rough 4 MV/cm breakdown: 0.125
Use: 358 K, rough barrier 1.2 eV
Use: P = 9.724, F = 9.725
Use: diffusivity 5.58e-20 cm2/s
Use: removal time 1.22e+09 s
\end{verbatim}
